# High-Spin and Low-Spin Configurations of Octahedral d7 Cobalt(II): a program that tests the result

```python
"""Octahedral d7 cobalt(II): high spin t2g^5 eg^2 (4T1) against low spin
t2g^6 eg^1 (2E).  Result under test, for pure configurations at one geometry:
    E_low - E_high = P - Delta,   P = 4 B + 4 C,
so the two are degenerate at Delta = P.
Delta: ligand-field splitting; A, B, C: Racah repulsion parameters;
P: full rise in electron repulsion on forming one additional electron pair.
Energies are in eV unless a label says otherwise.
Integrals come from angular quadrature, energies from diagonalization in the
complete space of 120 seven-electron determinants."""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre

# ---------- angular grid and real d orbitals: xy, yz, xz, z2, x2-y2 ----------
# The grid is fine enough that high multipoles of the point charges are not
# aliased onto the d shell.
n_polar, n_azimuth = 24, 40
nodes, node_weights = np.polynomial.legendre.leggauss(n_polar)
phi = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
cos_t, ph = [g.ravel() for g in np.meshgrid(nodes, phi, indexing="ij")]
sin_t = np.sqrt(1 - cos_t**2)
points = np.array([sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t]).T
weights = np.repeat(node_weights, n_azimuth) * 2 * np.pi / n_azimuth

forms = np.zeros((5, 3, 3))
for orbital, (i, j) in enumerate([(0, 1), (1, 2), (0, 2)]):
    forms[orbital, i, j] = forms[orbital, j, i] = 1.0
forms[3] = np.diag([-1.0, -1.0, 2.0])
forms[4] = np.diag([1.0, -1.0, 0.0])
for q in forms:
    q *= np.sqrt(15 / (8 * np.pi * np.trace(q @ q)))
orbitals = np.einsum("gi,aij,gj->ag", points, forms, points)
density = orbitals[:, None] * orbitals[None] * weights
assert np.allclose(density.sum(axis=2), np.eye(5), atol=1e-12)

# ---------- octahedral field of six unit point charges (atomic units) --------
def point_charge_field(radius, distance):
    potential = np.zeros(len(points))
    for axis in np.eye(3):
        for sign in (1, -1):
            separation = radius * points - sign * distance * axis
            potential += 1 / np.linalg.norm(separation, axis=1)
    return density @ potential

for distance in (1.0, 1.2):
    field = point_charge_field(0.3, distance)
    split = 5 / 3 * 0.3**4 / distance**5
    expected = 6 / distance + split * np.array([-.4, -.4, -.4, .6, .6])
    assert np.allclose(field, np.diag(expected), rtol=0, atol=1e-12)
field = point_charge_field(0.3, 1.0)
levels = np.diag(field) - np.trace(field) / 5
unit_field = np.diag(levels / (levels[3] - levels[0]))

# ---------- two-electron integrals (pq|rs) -----------------------------------
cosines = np.clip(points @ points.T, -1, 1)
flat = density.reshape(25, -1)
angular = {k: (flat @ eval_legendre(k, cosines) @ flat.T).reshape(5, 5, 5, 5)
           for k in (0, 2, 4)}

def integrals(A, B, C):
    slater = {0: A + 1.4 * C, 2: 49 * B + 7 * C, 4: 12.6 * C}
    return sum(slater[k] * angular[k] for k in slater)

# ---------- determinants and operators (bits 0-4 spin up, 5-9 spin down) -----
dets = [d for d in range(1024) if bin(d).count("1") == 7]
place = {d: n for n, d in enumerate(dets)}
size = len(dets)

def parity(d, orbital):
    return (-1) ** bin(d & ((1 << orbital) - 1)).count("1")

hop = np.zeros((10, 10, size, size))
for d in dets:
    for j in range(10):
        if d >> j & 1:
            removed = d ^ (1 << j)
            for i in range(10):
                if not removed >> i & 1:
                    phase = parity(d, j) * parity(removed, i)
                    hop[i, j, place[removed | 1 << i], place[d]] = phase
shift = hop[:5, :5] + hop[5:, 5:]
spin_up = sum(hop[p, p + 5] for p in range(5))
spin_z = sum(hop[p, p] - hop[p + 5, p + 5] for p in range(5)) / 2
spin_squared = spin_up.T @ spin_up + spin_z @ (spin_z + np.eye(size))

def one_body(h):
    return np.tensordot(h, shift, axes=([0, 1], [0, 1]))

def repulsion(A, B, C):
    g = integrals(A, B, C)
    partner = np.tensordot(g, shift, axes=([2, 3], [0, 1]))
    pair_part = np.matmul(shift, partner).sum(axis=(0, 1)) / 2
    return pair_part - one_body(np.einsum("pqqs->ps", g)) / 2

eg_count = np.rint(np.diag(shift[3, 3] + shift[4, 4])).astype(int)
everything = np.ones(size, dtype=bool)

def spin_basis(mask, value):
    rows = np.flatnonzero(mask)
    val, vec = np.linalg.eigh(spin_squared[np.ix_(rows, rows)])
    keep = np.abs(val - value) < 1e-8
    basis = np.zeros((size, keep.sum()))
    basis[rows] = vec[:, keep]
    return basis

all_quartets = spin_basis(everything, 3.75)
all_doublets = spin_basis(everything, 0.75)
high_basis = spin_basis(eg_count == 2, 3.75)
low_basis = spin_basis(eg_count == 1, 0.75)
assert all_quartets.shape[1] == 40 and all_doublets.shape[1] == 80

def spectrum(h, basis):
    return np.linalg.eigvalsh(basis.T @ h @ basis)

def gap(h, upper, lower):
    return spectrum(h, upper)[0] - spectrum(h, lower)[0]

field_operator = one_body(unit_field)

# ---------- free-ion checks and the pairing-energy formula -------------------
for A, B, C in [(0, .11, .50), (3, .08, .45), (7, .13, .30)]:
    rep = repulsion(A, B, C)
    quartets = spectrum(rep, all_quartets)
    assert abs(quartets[-1] - quartets[0] - 15 * B) < 1e-8
    assert abs(gap(rep, all_doublets, all_quartets) - 4 * B - 3 * C) < 1e-8
    crossing = brentq(lambda s: gap(rep + s * field_operator,
                                    low_basis, high_basis), 0.1, 10)
    assert abs(crossing - (4 * B + 4 * C)) < 1e-8

# ---------- rough typical inputs for the example -----------------------------
delta, B, C = 1.2, 0.11, 0.50
soc_constant, temperature = 0.06, 350.0
bond, bond_stiffness = 0.21, 150.0
eg_tetragonal, t2g_tetragonal = 0.30, 0.10
rep = repulsion(0, B, C)
hamiltonian = rep + delta * field_operator
P = gap(rep, low_basis, high_basis)
pure_gap = gap(hamiltonian, low_basis, high_basis)
pure_crossing = brentq(lambda s: gap(rep + s * field_operator,
                                     low_basis, high_basis), 0.1, 10)
high_field = spectrum(delta * field_operator, high_basis)[0]
low_field = spectrum(delta * field_operator, low_basis)[0]
assert abs(high_field + 0.8 * delta) < 1e-8
assert abs(low_field + 1.8 * delta) < 1e-8

def degeneracy(values):
    return int(np.sum(values - values[0] < 1e-7))

high_deg = degeneracy(spectrum(hamiltonian, high_basis))
low_deg = degeneracy(spectrum(hamiltonian, low_basis))
assert (high_deg, low_deg) == (12, 4)

# ---------- pair counts and Coulomb/exchange parts from single determinants --
g = integrals(0, B, C)
J, K = np.einsum("ppqq->pq", g), np.einsum("pqpq->pq", g)
self_J = 4 * B + 3 * C
assert np.allclose(np.diag(J), self_J, atol=1e-9)

def determinant_parts(up, down):
    coulomb = sum(J[a, b] for a in up for b in down)
    exchange, parallel = 0.0, 0
    for group in (up, down):
        for n, a in enumerate(group):
            for b in group[:n]:
                coulomb += J[a, b]
                exchange += K[a, b]
                parallel += 1
    return coulomb, exchange, len(set(up) & set(down)), parallel

for hole in range(3):
    for eg_orbital in (3, 4):
        high = determinant_parts(list(range(5)),
                                 [t for t in range(3) if t != hole])
        low = determinant_parts([0, 1, 2, eg_orbital], [0, 1, 2])
        coulomb_part = low[0] - high[0]
        exchange_part = high[1] - low[1]
        assert abs(coulomb_part - 2 * C) < 1e-9
        assert abs(exchange_part - 4 * B - 2 * C) < 1e-9
        assert abs(coulomb_part + exchange_part - P) < 1e-8
assert low[2] - high[2] == 1 and high[3] - low[3] == 2

# ---------- mixing of configurations -----------------------------------------
def mixed_gap(s, extra=0):
    return gap(rep + s * field_operator + extra, all_doublets, all_quartets)

def weight(h, basis, eg_electrons):
    vec = basis @ np.linalg.eigh(basis.T @ h @ basis)[1][:, 0]
    return np.sum(vec[eg_count == eg_electrons] ** 2)

mixed_crossing = brentq(mixed_gap, 1.0, 4.0)
assert abs(mixed_crossing - P) < 0.25 * P
deviations = [abs(mixed_gap(s) - (P - s)) for s in (500.0, 1000.0)]
assert deviations[1] < deviations[0] and deviations[1] < 0.02
at_crossing = rep + mixed_crossing * field_operator
weights_found = [weight(h, basis, n) for h in (hamiltonian, at_crossing)
                 for basis, n in ((all_quartets, 2), (all_doublets, 1))]

# ---------- temperature: equal populations of the two configurations ---------
kT = const.k * temperature / const.e
thermal_crossing = P + kT * np.log(3)
thermal_h = rep + thermal_crossing * field_operator
blocks = [np.linalg.eigvalsh(thermal_h[np.ix_(eg_count == n, eg_count == n)])
          for n in (2, 1)]
origin = min(b[0] for b in blocks)
partition = [np.exp(-(b - origin) / kT).sum() for b in blocks]
assert abs(partition[0] / partition[1] - 1) < 1e-6

# ---------- shortening of the six bonds in the low-spin state ----------------
total_stiffness = 6 * bond_stiffness / const.e * 1e-18   # eV/nm^2

def relaxation(s, stiffness):
    def energy(x):
        return stiffness * x**2 / 2 - s * ((1 - x / bond) ** -5 - 1)
    best = minimize_scalar(energy, bounds=(0, 0.03), method="bounded",
                           options={"xatol": 1e-10})
    return -best.fun, best.x

relax_energy, shortening = relaxation(delta, total_stiffness)
stiff = 100 * total_stiffness
linear_law = (5 * delta / bond) ** 2 / (2 * stiff)
assert abs(relaxation(delta, stiff)[0] / linear_law - 1) < 0.01
relaxed_crossing = brentq(
    lambda s: P - s - relaxation(s, total_stiffness)[0], delta, P)
crossing_shortening = relaxation(relaxed_crossing, total_stiffness)[1]
assert crossing_shortening < 0.029   # a true minimum, not the search limit

# ---------- tetragonal distortion --------------------------------------------
t, e = t2g_tetragonal, eg_tetragonal
distortion = one_body(np.diag([2 * t / 3, -t / 3, -t / 3, -e / 2, e / 2]))
pure_change = gap(hamiltonian + distortion, low_basis, high_basis) - pure_gap
assert abs(pure_change - (-e / 2 + 2 * t / 3)) < 1e-8
mixed_change = mixed_gap(delta, distortion) - mixed_gap(delta)

# ---------- spin-orbit coupling ----------------------------------------------
gradient = 2 * np.einsum("aij,gj->agi", forms, points)
turned = np.cross(points[None], gradient)
angular_momentum = -1j * np.einsum("ag,g,bgk->kab", orbitals, weights, turned)
assert np.allclose(sum(m @ m for m in angular_momentum), 6 * np.eye(5))
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
coupling = sum(np.kron(s / 2, m) for s, m in zip(pauli, angular_momentum))
assert np.allclose(np.linalg.eigvalsh(coupling), [-1.5] * 4 + [1.0] * 6)
spin_orbit = soc_constant * np.tensordot(coupling, hop, axes=([0, 1], [0, 1]))

def coupled_levels(s):
    return np.linalg.eigvalsh(rep + s * field_operator + spin_orbit)

soc_lowering = (spectrum(hamiltonian, all_quartets)[0]
                - coupled_levels(delta)[0])
left, right = delta, 3.5
assert degeneracy(coupled_levels(left)) == 2
assert degeneracy(coupled_levels(right)) == 4
for _ in range(22):
    middle = (left + right) / 2
    if degeneracy(coupled_levels(middle)) == 2:
        left = middle
    else:
        right = middle
soc_crossing = (left + right) / 2

# ---------- does the high-spin verdict survive the neglected effects? --------
cautious_gap = (min(pure_gap, mixed_gap(delta)) - relax_energy
                - max(abs(pure_change), abs(mixed_change)))
assert cautious_gap > 0
to_kj = const.e * const.N_A / 1000

print("INPUTS (rough typical values)")
print(f"splitting Delta = {delta:.2f} eV")
print(f"Racah B = {B:.2f} eV, C = {C:.2f} eV")
print(f"spin-orbit constant = {soc_constant:.2f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"bond length = {bond:.2f} nm")
print(f"stiffness per bond = {bond_stiffness:.0f} N/m")
print(f"total breathing stiffness = {total_stiffness:.0f} eV/nm^2")
print(f"tetragonal splittings: eg {e:.2f} eV, t2g {t:.2f} eV")
print("PURE CONFIGURATIONS")
print(f"electron pairs: high spin {high[2]}, low spin {low[2]}")
print(f"parallel-spin pairs: high spin {high[3]}, low spin {low[3]}")
print(f"degeneracy: high spin {high_deg}, low spin {low_deg}")
print(f"field energy, high spin = {high_field:.3f} eV")
print(f"field energy, low spin = {low_field:.3f} eV")
print(f"Coulomb part of P = {coulomb_part:.3f} eV")
print(f"exchange part of P = {exchange_part:.3f} eV")
print(f"P = {P:.3f} eV = {P * to_kj:.1f} kJ/mol")
print(f"gap E_low - E_high = {pure_gap:.3f} eV")
print(f"crossing at Delta = {pure_crossing:.3f} eV")
print("CONFIGURATION MIXING")
print(f"gap at example Delta = {mixed_gap(delta):.3f} eV")
print(f"crossing at Delta = {mixed_crossing:.3f} eV")
print(f"weight t2g5 eg2 in quartet, example = {weights_found[0]:.3f}")
print(f"weight t2g6 eg1 in doublet, example = {weights_found[1]:.3f}")
print(f"weight t2g5 eg2 in quartet, crossing = {weights_found[2]:.3f}")
print(f"weight t2g6 eg1 in doublet, crossing = {weights_found[3]:.3f}")
print("OTHER NEGLECTED EFFECTS")
print(f"thermal shift kT ln 3 = {kT * np.log(3):.4f} eV")
print(f"equal populations at Delta = {thermal_crossing:.3f} eV")
print(f"low-spin relaxation, example = {relax_energy:.3f} eV")
print(f"bond shortening, example = {shortening:.4f} nm")
print(f"relaxed pure crossing at Delta = {relaxed_crossing:.3f} eV")
print(f"bond shortening at that crossing = {crossing_shortening:.4f} nm")
print(f"tetragonal gap change, pure = {pure_change:.3f} eV")
print(f"tetragonal gap change, mixed = {mixed_change:.3f} eV")
print(f"spin-orbit lowering of ground level = {soc_lowering:.3f} eV")
print(f"crossing with mixing and spin-orbit = {soc_crossing:.3f} eV")
print(f"cautious remaining high-spin margin = {cautious_gap:.3f} eV")
print("finished without a failed check")
```

Output:

```
INPUTS (rough typical values)
splitting Delta = 1.20 eV
Racah B = 0.11 eV, C = 0.50 eV
spin-orbit constant = 0.06 eV
temperature = 350 K, kT = 0.0302 eV
bond length = 0.21 nm
stiffness per bond = 150 N/m
total breathing stiffness = 5617 eV/nm^2
tetragonal splittings: eg 0.30 eV, t2g 0.10 eV
PURE CONFIGURATIONS
electron pairs: high spin 2, low spin 3
parallel-spin pairs: high spin 11, low spin 9
degeneracy: high spin 12, low spin 4
field energy, high spin = -0.960 eV
field energy, low spin = -2.160 eV
Coulomb part of P = 1.000 eV
exchange part of P = 1.440 eV
P = 2.440 eV = 235.4 kJ/mol
gap E_low - E_high = 1.240 eV
crossing at Delta = 2.440 eV
CONFIGURATION MIXING
gap at example Delta = 1.118 eV
crossing at Delta = 2.351 eV
weight t2g5 eg2 in quartet, example = 0.928
weight t2g6 eg1 in doublet, example = 0.944
weight t2g5 eg2 in quartet, crossing = 0.965
weight t2g6 eg1 in doublet, crossing = 0.973
OTHER NEGLECTED EFFECTS
thermal shift kT ln 3 = 0.0331 eV
equal populations at Delta = 2.473 eV
low-spin relaxation, example = 0.086 eV
bond shortening, example = 0.0061 nm
relaxed pure crossing at Delta = 2.117 eV
bond shortening at that crossing = 0.0133 nm
tetragonal gap change, pure = -0.083 eV
tetragonal gap change, mixed = -0.085 eV
spin-orbit lowering of ground level = 0.074 eV
crossing with mixing and spin-orbit = 2.346 eV
cautious remaining high-spin margin = 0.946 eV
finished without a failed check
```
